# Generalized norm conservation, Hermitian B and separable projectors in plane waves

## Definitions and conventions

Hartree atomic units are used, and one angular-momentum channel \(l\) is treated. Radial functions are \(u(r)=rR(r)\), primes are \(d/dr\), and

\[ T=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2},\qquad \langle f|g\rangle=\int_0^{r_c}f^*g\,dr . \]

The all-electron functions \(\psi_i\), \(i=1,\dots,N\), are regular solutions of \((T+V)\psi_i=\varepsilon_i\psi_i\) with a real, local, energy-independent \(V\) and distinct real energies \(\varepsilon_i\). The pseudo functions \(\phi_i\) behave as \(r^{l+1}\) at the origin, equal \(\psi_i\) for \(r\ge r_c\), and are continuous in value and slope at \(r_c\). The local potential \(V_{\rm loc}\) is real, smooth inside \(r_c\) and equal to \(V\) outside. Define

\[ \chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\quad B_{ij}=\langle\phi_i|\chi_j\rangle,\quad S_{ij}=\langle\chi_i|\chi_j\rangle, \]
\[ Q_{ij}=\langle\psi_i|\psi_j\rangle-\langle\phi_i|\phi_j\rangle . \]

Outside \(r_c\), \(\chi_i=(\varepsilon_i-T-V)\psi_i=0\). Generalized norm conservation means \(Q_{ij}=0\) for all \(i,j\). \(B\) is assumed invertible. This makes the \(\chi_j\) linearly independent: \(\sum_j c_j\chi_j=0\) implies \(Bc=0\), hence \(c=0\). \(S\) is then positive definite.

Generalized norm conservation is sufficient for a Hermitian \(B\) but not necessary. What is shown below is that \(B=B^\dagger\) if and only if \(Q_{ij}=0\) for \(i\ne j\); the conditions \(Q_{ii}=0\) have a different job.

## The nonlocal operator

Take \(V_{NL}=\sum_{ij}|\chi_i\rangle D_{ij}\langle\chi_j|\). The pseudo-Hamiltonian \(H=T+V_{\rm loc}+V_{NL}\) satisfies \(H\phi_k=\varepsilon_k\phi_k\) when \(V_{NL}\phi_k=\chi_k\), by the definition of \(\chi_k\). Since \(\langle\chi_j|\phi_k\rangle=B_{kj}^*=(B^\dagger)_{jk}\),

\[ V_{NL}\phi_k=\sum_i\chi_i\,(DB^\dagger)_{ik}. \]

Independence of the \(\chi_i\) forces \(DB^\dagger=1\), so

\[ D=(B^\dagger)^{-1}. \tag{1} \]

No symmetry of \(B\) entered. The reference energies, and the logarithmic derivatives at \(r_c\) at those energies, are therefore reproduced whether or not \(B\) is Hermitian, and they cannot detect a non-Hermitian \(B\).

The adjoint is \(V_{NL}^\dagger=\sum|\chi_i\rangle(D^\dagger)_{ij}\langle\chi_j|\). Taking matrix elements of \(V_{NL}-V_{NL}^\dagger\) between the \(\chi\) gives \(S(D-D^\dagger)S\), which vanishes only if \(D=D^\dagger\) because \(S\) is invertible. With \(D^\dagger=B^{-1}\), the condition is \((B^\dagger)^{-1}=B^{-1}\). Hence \(V_{NL}=V_{NL}^\dagger\) if and only if \(B=B^\dagger\).

## The asymmetry of B

Write \(U_l=V_{\rm loc}+l(l+1)/2r^2\), which is real. Then

\[ B_{ij}=\int_0^{r_c}\phi_i^*\left[(\varepsilon_j-U_l)\phi_j+\tfrac12\phi_j''\right]dr, \]
\[ B_{ji}^*=\int_0^{r_c}\phi_j\left[(\varepsilon_i-U_l)\phi_i^*+\tfrac12\phi_i^{*\prime\prime}\right]dr . \]

The \(U_l\) terms are equal and cancel in the difference. The kinetic terms form a total derivative, \(\phi_i^*\phi_j''-\phi_j\phi_i^{*\prime\prime}=(\phi_i^*\phi_j'-\phi_j\phi_i^{*\prime})'\). At the origin the bracket vanishes, because the functions vanish there and their slopes are finite. With \(W^u_{ij}=(u_i^*u_j'-u_ju_i^{*\prime})(r_c)\),

\[ B_{ij}-B_{ji}^*=(\varepsilon_j-\varepsilon_i)\langle\phi_i|\phi_j\rangle+\tfrac12W^\phi_{ij}. \tag{2} \]

For the all-electron functions, \(\tfrac12\psi_j''=(V_l-\varepsilon_j)\psi_j\) with \(V_l=V+l(l+1)/2r^2\). The same total derivative gives

\[ \tfrac12W^\psi_{ij}=\int_0^{r_c}\left[(V_l-\varepsilon_j)-(V_l-\varepsilon_i)\right]\psi_i^*\psi_j\,dr=(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle. \tag{3} \]

Add \(0=(\varepsilon_i-\varepsilon_j)\langle\psi_i|\psi_j\rangle-\tfrac12W^\psi_{ij}\) to (2) and collect the two overlaps into \(Q_{ij}\):

\[ B_{ij}-B_{ji}^*=(\varepsilon_i-\varepsilon_j)\,Q_{ij}+\tfrac12\left(W^\phi_{ij}-W^\psi_{ij}\right). \tag{4} \]

Continuity of value and slope makes \(W^\phi=W^\psi\), and

\[ B_{ij}-B_{ji}^*=(\varepsilon_i-\varepsilon_j)\,Q_{ij}. \tag{5} \]

For \(i\ne j\) the prefactor is nonzero, so \(B_{ij}=B_{ji}^*\) if and only if \(Q_{ij}=0\). For \(i=j\) the prefactor is zero: \(B_{ii}\) is real whatever \(Q_{ii}\) is. The identity is pairwise and holds for any \(N\), and it does not depend on the choice of \(V_{\rm loc}\) inside \(r_c\).

Three assumptions carry the result. If the matching fails, the integrals above carry the Wronskian term of (4), and \(\chi_i\) acquires singular terms at \(r_c\) that these integrals omit. When only the slope is mismatched, the omitted term in \(\chi_j\) is \(\tfrac12(\psi_j'-\phi_j')(r_c)\,\delta(r-r_c)\). Including it adds \(\tfrac12(W^\psi_{ij}-W^\phi_{ij})\) to \(B_{ij}-B_{ji}^*\) and restores (5), at the price of a projector that is not square-integrable. If two energies coincide, (5) puts no condition on that \(Q_{ij}\); then \(\psi_j=c\psi_i\), and \(\phi_j-c\phi_i\) would be a solution of \(H\) confined inside \(r_c\), with no all-electron counterpart. If the all-electron equation has an extra term, \(\tfrac12\psi_j''=(V_l-\varepsilon_j)\psi_j+\rho_j\), as when a scalar-relativistic equation is written in this form, (3) and therefore (5) gain \(\langle\psi_i|\rho_j\rangle-\langle\rho_i|\psi_j\rangle\) on the right, and \(Q_{ij}=0\) leaves that asymmetry in \(B\).

## What the diagonal conditions fix

From here on the radial functions are real, so \(B^\dagger=B^T\). Let \(u(r;\varepsilon)\) be the regular solution of \((H-\varepsilon)u=0\) on \([0,r_c]\), assumed unique up to a factor and nonzero at \(r_c\), and let \(L=u'/u\) at \(r_c\). Let \(H^T\) be \(H\) with \(D\) replaced by \(D^T\). For regular \(v,w\) the local terms cancel, the nonlocal terms cancel because \(\langle v|\chi_i\rangle D_{ij}\langle\chi_j|w\rangle\) appears in both, and the kinetic terms integrate as before:

\[ \langle v|(H-\varepsilon)w\rangle-\langle w|(H^T-\varepsilon)v\rangle=-\tfrac12(vw'-wv')(r_c). \tag{6} \]

Take \(v=u^L\), the regular solution of \((H^T-\varepsilon)u^L=0\), likewise assumed nonzero at \(r_c\). With \(w=u\) the left side is zero, so \(u^{L\prime}/u^L=u'/u=L\). Differentiating \((H-\varepsilon)u=0\) with respect to \(\varepsilon\) (a dot) gives \((H-\varepsilon)\dot u=u\). With \(w=\dot u\), (6) reads \(\langle u^L|u\rangle=-\tfrac12u^L(\dot u'-L\dot u)\). Since \(\dot L=\dot u'/u-u'\dot u/u^2=(\dot u'-L\dot u)/u\),

\[ \frac{dL}{d\varepsilon}=-\frac{2\langle u^L|u\rangle}{u^L(r_c)\,u(r_c)}. \tag{7} \]

At \(\varepsilon_i\), \(u=\phi_i\). If \(B\) is symmetric, \(H^T=H\) and \(u^L=\phi_i\). The all-electron problem obeys (7) with \(u=u^L=\psi_i\). Subtracting, with \(\phi_i(r_c)=\psi_i(r_c)\),

\[ \frac{dL_{PS}}{d\varepsilon}-\frac{dL_{AE}}{d\varepsilon}\Big|_{\varepsilon_i}=\frac{2Q_{ii}}{\psi_i(r_c)^2}. \tag{8} \]

So \(Q_{ii}=0\) makes the scattering correct to first order in \(\varepsilon-\varepsilon_i\), provided \(B\) is symmetric. If it is not, \(u^L\) need not be \(\phi_i\), and \(Q_{ii}=0\) does not secure the slope. Full generalized norm conservation delivers both a Hermitian operator and the slopes at all \(\varepsilon_i\).

## Diagonal separable forms

Let \(B\) be real symmetric and write \(\chi\) for the row \((\chi_1,\dots,\chi_N)\), so \(V_{NL}=\chi B^{-1}\chi^T\).

The first form diagonalizes \(B=U\,b\,U^T\), with \(U\) orthogonal and \(b={\rm diag}(b_k)\). Then \(B^{-1}=Ub^{-1}U^T\) and

\[ V_{NL}=\sum_k|\tilde\chi_k\rangle\frac1{b_k}\langle\tilde\chi_k|,\qquad\tilde\chi_k=\sum_i\chi_iU_{ik}. \tag{9} \]

Each term has the Kleinman–Bylander form and is applied without reference to the others. The overlap matrix of the \(\tilde\chi_k\) is \(U^TSU\). If it is diagonal, \(U\) diagonalizes both \(S\) and \(B\) and they commute, which nothing in the construction imposes. The \(b_k\) are not properties of the operator: rescaling \(\psi_i,\phi_i\) by \(\Lambda={\rm diag}(\lambda_i)\) sends \(\chi\to\chi\Lambda\), \(B\to\Lambda B\Lambda\), and leaves \(\chi\Lambda(\Lambda B\Lambda)^{-1}\Lambda\chi^T=V_{NL}\) unchanged while the \(b_k\) change.

The second form orthonormalizes first. Diagonalize the symmetric matrix \(S^{1/2}B^{-1}S^{1/2}=O\,e\,O^T\) and set \(p=\chi S^{-1/2}O\). Then \(\langle p_k|p_{k'}\rangle=(O^TS^{-1/2}SS^{-1/2}O)_{kk'}=\delta_{kk'}\), and

\[ \sum_k|p_k\rangle e_k\langle p_k|=\chi S^{-1/2}\left(S^{1/2}B^{-1}S^{1/2}\right)S^{-1/2}\chi^T=V_{NL}. \tag{10} \]

Because the \(p_k\) are orthonormal, \(V_{NL}p_k=e_kp_k\), and \(V_{NL}\) annihilates everything orthogonal to them. The \(e_k\) are thus the nonzero eigenvalues of \(V_{NL}\) and are independent of normalization. The number of positive \(e_k\) equals the number of positive \(b_k\) (Sylvester's law of inertia): that number is the largest dimension of a subspace on which the quadratic form is positive, \(x^TS^{1/2}B^{-1}S^{1/2}x=y^TB^{-1}y\) with \(y=S^{1/2}x\), and this invertible map preserves dimensions.

A sum \(\sum_k w_k|f_k\rangle\langle f_k|\) with real \(w_k\) is Hermitian term by term, so no such form exists when \(B\ne B^T\). Split \(B=B_s+A\), \(B^T=B_s-A\), with \(A\) antisymmetric. Using \(B_s^{-1}\) in place of (1) leaves the residual

\[ \chi\left(B_s^{-1}B^T-1\right)=-\chi B_s^{-1}A, \tag{11} \]

whose \(k\)-th column is \((H-\varepsilon_k)\phi_k\), first order in \(A\). Its projection on \(\phi_k\) is \(-(BB_s^{-1}A)_{kk}=-A_{kk}-(AB_s^{-1}A)_{kk}\), which is second order because \(A_{kk}=0\). This projection is not the level shift: the first-order residual also mixes \(\phi_k\) with the other levels, which contributes at the same order. Using \(B^{-1}\), the wrong transpose, gives \(\chi(B^{-1}(B-2A)-1)=-2\chi B^{-1}A\), twice (11) to first order in \(A\).

## Reciprocal space

The three-dimensional projectors are \(\beta_{im}(\mathbf r)=r^{-1}\chi_i(r)Y_{lm}(\hat{\mathbf r})\), with real harmonics, centred at \(\boldsymbol\tau\) and repeated in every cell of volume \(\Omega\). Plane waves are \(\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}\), \(\mathbf q=\mathbf k+\mathbf G\). Shifting the origin to \(\boldsymbol\tau\) extracts \(e^{-i\mathbf q\cdot\boldsymbol\tau}\). The Rayleigh expansion \(e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{l'm'}(-i)^{l'}j_{l'}(qr)Y_{l'm'}(\hat{\mathbf q})Y_{l'm'}(\hat{\mathbf r})\) and orthonormality of the harmonics leave one term, with radial measure \(r^2dr\cdot r^{-1}\chi_i\):

\[ P_{\mathbf G,im}=\frac{4\pi}{\sqrt\Omega}(-i)^lY_{lm}(\hat{\mathbf q})F_i(q)\,e^{-i\mathbf q\cdot\boldsymbol\tau},\qquad F_i(q)=\int_0^{r_c}r\chi_i\,j_l(qr)\,dr. \tag{12} \]

The matrix element is \(\sum_{ijm}P_{\mathbf G,im}D_{ij}P^*_{\mathbf G',jm}\). Here \((-i)^l(i)^l=1\), and the addition theorem \(\sum_mY_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf q}')=(2l+1)P_l(\hat{\mathbf q}\cdot\hat{\mathbf q}')/4\pi\), with \(P_l\) the Legendre polynomial, turns \((4\pi)^2\) into \(4\pi(2l+1)\):

\[ V_{\mathbf q\mathbf q'}=\Pi_{\mathbf q\mathbf q'}\sum_{ij}F_i(q)D_{ij}F_j(q'),\qquad \Pi_{\mathbf q\mathbf q'}=\frac{4\pi(2l+1)}{\Omega}P_l(\hat{\mathbf q}\cdot\hat{\mathbf q}')\,e^{-i(\mathbf q-\mathbf q')\cdot\boldsymbol\tau}. \tag{13} \]

\(F\) is linear in \(\chi\), so the form factors of (9) and (10) are \(FU\) and \(FS^{-1/2}O\). The operator is then \(N(2l+1)\) rank-one terms, each needing one stored vector, one scalar product and one real weight.

\(\Pi\) is Hermitian, so \(V_{\mathbf q\mathbf q'}-V_{\mathbf q'\mathbf q}^*=\Pi_{\mathbf q\mathbf q'}\sum F_i(q)(D_{ij}-D_{ji})F_j(q')\). For \(N=2\), the inverse of \(B^T\) has \(D_{12}=-B_{21}/\det B\) and \(D_{21}=-B_{12}/\det B\), and (5) gives

\[ V_{\mathbf q\mathbf q'}-V^*_{\mathbf q'\mathbf q}=\Pi_{\mathbf q\mathbf q'}\frac{(\varepsilon_1-\varepsilon_2)Q_{12}}{\det B}\left[F_1(q)F_2(q')-F_2(q)F_1(q')\right]. \tag{14} \]

The bracket vanishes for \(q=q'\), so the diagonal of the matrix does not reveal the defect. Under the rescaling \(\Lambda\), \(Q_{12}\) and the bracket each gain \(\lambda_1\lambda_2\) and \(\det B\) gains \(\lambda_1^2\lambda_2^2\), so the right side does not depend on normalization.

The nonzero eigenvalues of \(V=P(D\otimes1)P^\dagger\) are those of the small matrix \((D\otimes1)P^\dagger P\): if \(Vx=\mu x\), multiplying by \(P^\dagger\) and then \(D\otimes 1\) shows that \((D\otimes1)P^\dagger x\) is an eigenvector of the small matrix, and \(P\) maps back. The \(P_{\mathbf G,im}\) are the Fourier coefficients of the Bloch sums of \(\beta_{im}\), so by Parseval's theorem \(P^\dagger P\) tends, at infinite cutoff, to the overlap of those sums in one cell. When periodic images do not overlap this is \(S\otimes1\). The matrix \(DS\) is similar to \(S^{1/2}DS^{1/2}\), so the eigenvalues tend to the \(e_k\), each \(2l+1\) times.

## Imposing the conditions in the ONCV construction

Expand \(\phi_i=\sum_nx_n\xi_n\) inside \(r_c\), where the \(\xi_n\) are the functions \(w_n=rj_l(q_nr)\) orthonormalized on \([0,r_c]\). Since \(Tw_n=\tfrac12q_n^2w_n\), \(\chi_i\) needs no numerical derivative. Matching of the value and derivatives at \(r_c\) is linear in \(x\). Once \(\phi_1\) is fixed with coefficients \(x^{(1)}\), so is \(x^{(1)}\!\cdot x=\langle\psi_1|\psi_2\rangle-Q_{12}\). Collect these as \(Cx=d\), let \(x_0\) be the minimum-norm solution and let the orthonormal columns of \(\mathcal N\) span the null space of \(C\). Then \(x=x_0+\mathcal Ny\), \(x_0\perp\mathcal Ny\), and the diagonal condition is the sphere \(|y|^2=\langle\psi_i|\psi_i\rangle-Q_{ii}-|x_0|^2\). A negative right side means that the constraints cannot be met in this basis.

The remaining freedom minimizes the kinetic energy above \(q_c\). With \(\bar\phi(q)=\int_0^\infty rj_l(qr)\phi\,dr\), the norm is \((2/\pi)\int q^2\bar\phi^2dq\), and the weight \(q^2/2\) makes the kinetic energy \((1/\pi)\int q^4\bar\phi^2dq\). For a bound reference state

\[ E_r=\tfrac12\int_0^\infty\left[\phi'^2+\frac{l(l+1)}{r^2}\phi^2\right]dr-\frac1\pi\int_0^{q_c}q^4\bar\phi^2\,dq . \]

Since \(\bar\phi\) is linear in \(x\) plus a fixed tail term, \(E_r=y^TMy+2g^Ty+\text{const}\). Stationarity on the sphere gives \((M-\lambda)y=-g\). For another point \(y+\delta\) of the sphere, subtracting \(\lambda(|y+\delta|^2-|y|^2)=0\) gives a change \(\delta^T(M-\lambda)\delta+2\delta^T[(M-\lambda)y+g]=\delta^T(M-\lambda)\delta\), so a root with \(\lambda\) below the lowest eigenvalue \(m_1\) of \(M\) is the global minimum. In the eigenbasis \(|y|^2=\sum g_k^2/(m_k-\lambda)^2\) rises monotonically from zero to infinity on \((-\infty,m_1)\) when \(g_1\ne0\), so that root is unique and can be bracketed.

## Worked example

The system is the nonrelativistic hydrogen-like ion with \(Z=3\) and a fixed point nucleus, \(V=-Z/r\), \(l=1\). The references are 3p and 4p, \(\varepsilon_1=-0.5\) Ha and \(\varepsilon_2=-0.28125\) Ha, normalized over all space and positive at \(r_c=3.5\) bohr; 2p is treated as core. Nine functions with \(q_nr_c=2n\) are used, the value and three derivatives are matched, and \(q_c=2\) bohr\(^{-1}\). With \(s=(r/r_c)^2-1\), \(V_{\rm loc}\) is the cubic Taylor polynomial of \(-(Z/r_c)(1+s)^{-1/2}\), going from \(-1.875\) Ha at the origin to \(-0.857\) Ha at \(r_c\). All cases have \(Q_{22}=0\).

| case | \(Q_{11}\) | \(Q_{12}\) | \(B_{12}\) (Ha) | \(B_{21}\) (Ha) |
|---|---|---|---|---|
| A | 0 | 0 | 0.0719133 | 0.0719133 |
| B | 0 | 0.005 | 0.0657278 | 0.0668215 |
| C | −0.01 | 0 | 0.0705454 | 0.0705454 |
| F | 0 | −0.002598 | 0.0777473 | 0.0771789 |

In case B, (5) predicts \(-0.21875\times0.005=-1.094\times10^{-3}\) Ha, and \(0.0657278-0.0668215=-1.094\times10^{-3}\) Ha. In case F, \(Q_{12}\) was left free: \(-0.21875\times(-0.002598)=5.68\times10^{-4}\) Ha, equal to \(0.0777473-0.0771789\). Case C violates ordinary norm conservation and has a symmetric \(B\). For a deliberately mismatched \(\phi_2\), that of case A with \(0.01\,w_1\) added inside \(r_c\), (4) gives \(1.7286\times10^{-3}+0.2905\times10^{-3}=2.0191\times10^{-3}\) Ha, the computed asymmetry.

The all-electron slope at \(\varepsilon_1\) from (7) is \(-2\times0.294856/0.523143^2=-2.1548\) bohr\(^{-1}\)Ha\(^{-1}\). Case A reproduces it and the slope at \(\varepsilon_2\). Case C differs by \(2(-0.01)/0.523143^2=-0.0731\), as (8) requires. Case B, with \(Q_{11}=0\), differs by \(-0.1438\), which is 6.7% of the all-electron slope. In case B the residual norm for \(\phi_1\) is at rounding level with (1), \(6.345\times10^{-3}\) Ha with \(B_s^{-1}\) and \(1.272\times10^{-2}\) Ha with \(B^{-1}\), a ratio of 2.00. Symmetrizing raises the 3p and 4p levels by \(1.5\times10^{-4}\) and \(2.4\times10^{-5}\) Ha relative to the unsymmetrized operator in the same basis. The projection of (11) on \(\phi_1\) is \(A_{12}^2(B_s^{-1})_{22}=-2.0\times10^{-5}\) Ha, smaller and of opposite sign, so it does not estimate the shift.

For case A, \(B_{11}=0.1166823\) and \(B_{22}=0.0384158\) Ha. The eigenvalues are half the trace plus or minus \(\sqrt{0.0391333^2+0.0719133^2}=0.0818714\), so \(b=0.0775491\mp0.0818714=-0.004322,\ 0.159421\) Ha and \(\det B=-6.891\times10^{-4}\) Ha\(^2\). The cosine between \(\tilde\chi_1\) and \(\tilde\chi_2\) is 0.50. With \(S_{11},S_{12},S_{22}=0.0603437,\ 0.0449203,\ 0.0429210\) Ha\(^2\),

\[ e_1e_2=\frac{\det S}{\det B}=\frac{5.722\times10^{-4}}{-6.891\times10^{-4}}=-0.830\ {\rm Ha}^2, \]
\[ e_1+e_2=\frac{B_{22}S_{11}-2B_{12}S_{12}+B_{11}S_{22}}{\det B}=\frac{8.655\times10^{-4}}{-6.891\times10^{-4}}=-1.256\ {\rm Ha}, \]

whose roots are \(e_1=-1.735\) Ha (\(-47.2\) eV) and \(e_2=0.479\) Ha (13.0 eV). Doubling \(\phi_2\) changes \(b\) to \(-0.009837\) and \(0.280183\) Ha and leaves \(e\) unchanged.

At \(q=1\) bohr\(^{-1}\), \(F=(0.310708,\ 0.201020)\) Ha bohr\(^{3/2}\). The columns of \(U\) are \((0.510889,-0.859647)\) and \((-0.859647,-0.510889)\), so \(FU=(-0.014069,\ -0.369798)\) and

\[ \sum_k\frac{(FU)_k^2}{b_k}=-0.0458+0.8578=0.8120\ {\rm Ha\,bohr^3}. \]

In a cubic cell of side 8 bohr, wider than \(2r_c\), a diagonal element of (13) at this \(q\) is \((12\pi/512)\times0.8120=0.0598\) Ha. With \(\mathbf k=(0.1,0.2,0.3)\,2\pi/a\), \(a=8\) bohr, and \(q<4\) bohr\(^{-1}\) (547 plane waves) the matrix has rank 6, and \(\|V-V^\dagger\|/\|V\|\) (Frobenius norms) is at rounding level in case A and, at this cutoff, 0.020 in case B. There \(\det B=0.1166823\times0.0228128-0.0657278\times0.0668215=-1.7302\times10^{-3}\) Ha\(^2\), and the coefficient in (14) is \(-1.09375/(-1.7302)=0.632\) Ha\(^{-1}\). In case A with \(q<14\) bohr\(^{-1}\) (23738 plane waves) the nonzero eigenvalues are \(-1.7346\) and \(0.4785\) Ha, three times each, within \(3\times10^{-4}\) Ha of \(e_k\).

This potential has a ghost state. In a spherical Bessel basis, case A has levels \(-0.930\), \(-0.500\) and \(-0.281\) Ha: both references are reproduced, and a spurious p level lies below 3p. Cases B and C show one at \(-0.603\) and \(-0.693\) Ha, the former a real eigenvalue of the non-symmetric operator. Case F, with \(B_{22}=0.0525505\) Ha and \(\det B=+1.3\times10^{-4}\) Ha\(^2\), has no level below 3p. Generalized norm conservation therefore does not exclude ghosts, and this example is not a usable pseudopotential. For a Hermitian \(H\) the negative weight is a necessary condition here. The local Hamiltonian has levels \(E^{\rm loc}_1=-0.759\) and \(E^{\rm loc}_2=-0.383\) Ha. If all \(e_k\) were positive, \(V_{NL}\ge0\) and the min–max principle would give \(E_2\ge-0.383\) Ha, making \(-0.5\) Ha the lowest level. With one negative weight, \(H\ge T+V_{\rm loc}\) holds on the complement of \(p_1\), a subspace of codimension one, so \(E_{n+1}\ge E_n^{\rm loc}\) and \(E_3\ge-0.383\) Ha: at most one level can lie below 3p. This bound does not decide whether that level appears. Here the computed spectrum shows it, and a check for ghosts has to be repeated for each choice of \(V_{\rm loc}\), \(r_c\) and reference energies.

The numerical check printed below tests (4), (5), (7)–(14) against quadrature, collocation of the radial equation and diagonalization; the ghost levels and the symmetrization shifts are computed there but not asserted.

## Values computed for the example and the checks

```
Z, l, basis size: 3 1 9 
rc: 3.50 bohr
qc: 2.00 1/bohr
eps1, eps2, eps1-eps2: -0.500000 -0.281250 -0.218750 Ha
Vloc(0), Vloc(rc): -1.875000 -0.857143 Ha
psi1(rc), psi2(rc): 0.523143 0.275548 bohr^-1/2
<psi|psi> inside rc 11 22 12: 0.294856 0.123112 0.187336 
A kinetic energy above qc, phi1 phi2: 1.121e-03 7.154e-03 Ha
A Q11 Q22 Q12: -5.551e-17 7.633e-16 8.604e-16 
A B11 B12 B21 B22: 0.1166823 0.0719133 0.0719133 0.0384158 Ha
A B12-B21, (eps1-eps2)Q12: 4.8989e-15 -1.8822e-16 Ha
B Q11 Q22 Q12: -5.551e-17 1.804e-15 5.000e-03 
B B11 B12 B21 B22: 0.1166823 0.0657278 0.0668215 0.0228128 Ha
B B12-B21, (eps1-eps2)Q12: -1.0937e-03 -1.0938e-03 Ha
C Q11 Q22 Q12: -1.000e-02 1.374e-15 1.638e-15 
C B11 B12 B21 B22: 0.1219980 0.0705454 0.0705454 0.0294612 Ha
C B12-B21, (eps1-eps2)Q12: -6.9389e-17 -3.5822e-16 Ha
F Q11 Q22 Q12: -5.551e-17 -9.714e-17 -2.598e-03 
F B11 B12 B21 B22: 0.1166823 0.0777473 0.0771789 0.0525505 Ha
F B12-B21, (eps1-eps2)Q12: 5.6836e-04 5.6836e-04 Ha
mismatched: B12-B21, Q term, Wronskian term: 2.0191e-03 1.7286e-03 2.9052e-04 Ha
B residual phi1: inv(B^T), inv(B), inv(Bsym): 2.214e-16 1.272e-02 6.345e-03 Ha
L_AE at eps1, eps2: 0.238095 -0.330470 1/bohr
dL/de AE: -2.154758 -3.242914 1/(bohr Ha)
A dL/de PS minus AE: 0.000000 -0.000000 1/(bohr Ha)
B dL/de PS minus AE: -0.143784 -0.041567 1/(bohr Ha)
C dL/de PS minus AE: -0.073078 -0.000000 1/(bohr Ha)
C 2 Q11/psi1(rc)^2: -0.073078 1/(bohr Ha)
A S11 S12 S22: 6.034366e-02 4.492027e-02 4.292100e-02 Ha^2
A b1 b2: -4.322328e-03 1.594205e-01 Ha
A U row-wise: 0.510889 -0.859647 -0.859647 -0.510889 
A cosine between chi U projectors: 0.5002 
A e1 e2: -1.734776 0.478660 Ha
A e1 e2: -47.2057 13.0250 eV
A kernel eigenvalues: -1.734776 0.478660 Ha
A, phi2 doubled: b1 b2: -9.837393e-03 2.801831e-01 Ha
A, phi2 doubled: e1 e2: -1.734776 0.478660 Ha
sphere radius: 45 bohr
Bessel basis qmax: 11.90 1/bohr
local-only lowest levels: -0.758691 -0.383177 Ha
AE 3p 4p 5p: -0.500000 -0.281250 -0.180000 Ha
A lowest levels; ghosts below eps1 = 1: -0.930100 -0.500000 -0.281250 Ha
B lowest levels; ghosts below eps1 = 1: -0.603029 -0.500000 -0.281249 Ha
C lowest levels; ghosts below eps1 = 1: -0.693060 -0.499999 -0.281249 Ha
B shift of 3p, 4p on symmetrizing: 1.487e-04 2.383e-05 Ha
A F1 F2 at q = 1/bohr: 0.310708 0.201020 Ha bohr^3/2
cubic cell side; tau: 8.0 1.0 0.5 -0.7 bohr
k: 0.1 0.2 0.3 2pi/a
qmax 4/bohr: plane waves, rank of V_NL: 547 6 
B D12-D21, formula: 0.63216 0.63216 1/Ha
|V-V^+|/|V| case A, case B: 1.34e-13 2.00e-02 
qmax 14/bohr: plane waves: 23738 
nonzero plane-wave eigenvalues: -1.7346 -1.7346 -1.7346 0.4785 0.4785 0.4785 Ha
```
